\section*{Why a Passive Y-Junction Loses Half of Two Incoherent Inputs}

\section*{The question of power}

Q. I have two independent lasers at the same wavelength, each delivering 10 mW into its own single-mode waveguide. I want the light of both in one single-mode waveguide. A Y-junction run from its two arms towards its stem seems made for this. With a good enough design, can I get close to 20 mW?

A. No. The most you can get on average is 10 mW, half of the total. The limit comes from energy conservation applied to every possible input of the device, and no shaping of the junction removes it.

Let me fix the notation. Single-mode here means one mode in one polarisation. In each guide the complex amplitude is scaled so that its squared modulus is the power in the mode. The arms carry $a_1$ and $a_2$, the stem carries $b$ outwards, and nothing else enters. The junction is linear and does not change in time, so at a given frequency
\begin{equation}
b=s_1a_1+s_2a_2 .
\label{eq:b}
\end{equation}
The complex numbers $s_1$ and $s_2$ belong to the junction, whatever light is sent in. Passive means that the total outgoing power never exceeds the total incoming power.

Q. Then where do my independent lasers enter?

A. In the average of the output power. Multiply $b$ by its complex conjugate:
\begin{align}
|b|^2&=(s_1a_1+s_2a_2)(s_1^*a_1^*+s_2^*a_2^*)\nonumber\\
&=|s_1|^2|a_1|^2+|s_2|^2|a_2|^2+s_1s_2^*a_1a_2^*+s_1^*s_2a_1^*a_2 .
\end{align}
The last two terms are complex conjugates of each other, so their sum is twice the real part of either. With angle brackets for the time average and $P_j=\langle|a_j|^2\rangle$,
\begin{equation}
P_{\rm out}=|s_1|^2P_1+|s_2|^2P_2
+2\,{\rm Re}\left(s_1s_2^*\langle a_1a_2^*\rangle\right).
\label{eq:average}
\end{equation}
The relative phase of independent lasers wanders over all values, so $\langle a_1a_2^*\rangle=0$. For $P_1=P_2=P_0$ this leaves
\begin{equation}
P_{\rm out}=RP_0,\qquad R=|s_1|^2+|s_2|^2 .
\label{eq:R}
\end{equation}
Your 20 mW would need $R=2$. The question is how large $R$ can be.

\section*{What energy conservation demands}

Q. If I light one arm alone, conservation says $|s_1|^2\le1$. The other arm gives $|s_2|^2\le1$. That seems to allow $R=2$.

A. Those two conditions are necessary but not sufficient. Suppose a junction had $s_1=s_2=1$. Feed it two inputs that are in phase, $a_1=a_2=\sqrt{P_0}$. Then $b=2\sqrt{P_0}$, and the output power is $4P_0$ from an input of $2P_0$. The imagined junction creates power, although it passes both of your single-arm trials.

Q. But my lasers are not in phase. Why should a coherent input matter?

A. Because $s_1$ and $s_2$ are the same for all light at that frequency. A junction that would create power from some input cannot be built as a passive device, even if you never use that input. So we may choose the most demanding input to find out which junctions are possible.

That input is $a_1=cs_1^*$, $a_2=cs_2^*$, where $c$ is a constant that sets the power. Its phases make both contributions to $b$ add up. The input power is
\begin{equation}
|a_1|^2+|a_2|^2=|c|^2\left(|s_1|^2+|s_2|^2\right)=|c|^2R,
\end{equation}
and the output amplitude is
\begin{equation}
b=c\left(s_1s_1^*+s_2s_2^*\right)=cR,
\qquad |b|^2=|c|^2R^2 .
\end{equation}
The power in the stem cannot exceed the input power, so $|c|^2R^2\le|c|^2R$. If $R=0$ there is nothing to show. If $R>0$, division by $|c|^2R$ gives
\begin{equation}
R=|s_1|^2+|s_2|^2\le1 .
\label{eq:bound}
\end{equation}
With Eq.~\eqref{eq:R}, $P_{\rm out}\le P_0$, which is half of $2P_0$. We did not assume that the junction is symmetric, free of absorption or reciprocal.

Q. I was told that the reason is unitarity. Where is it?

A. It is the lossless form of the same statement. List all channels through which light can enter or leave: the three guides and the radiation around them. To keep the list finite, enclose the device and its guides in a wide, perfectly conducting tube, open at both ends. At the given frequency such a tube has a finite number of propagating modes, so there are $N$ channels in all, the guides included. The outgoing amplitudes are $\mathbf b=S\mathbf a$, with $S$ an $N\times N$ matrix. Conservation for every input reads
\begin{equation}
\mathbf a^\dagger S^\dagger S\,\mathbf a=\mathbf a^\dagger\mathbf a
\quad\Longrightarrow\quad
\mathbf a^\dagger M\mathbf a=0,\qquad M=S^\dagger S-1 .
\end{equation}
Light in channel $j$ alone gives $M_{jj}=0$. This is your single-arm trial. Now use unit amplitude in channel $j$ and amplitude $c$ in channel $k$. Since $M$ is Hermitian, what remains is $2\,{\rm Re}(cM_{jk})=0$. The choice $c=1$ makes the real part of $M_{jk}$ vanish, and $c=i$ the imaginary part. Hence $M=0$ and $S^\dagger S=1$.

For a square matrix a left inverse is also a right inverse, so $SS^\dagger=1$ as well. Its diagonal element for the stem is
\begin{equation}
|s_1|^2+|s_2|^2+\sum_{\rm other\ inputs}|s_j|^2=1 .
\label{eq:row}
\end{equation}
The other terms are not negative, and Eq.~\eqref{eq:bound} follows. In words, the stem mode has a total of one unit of coupling to share among everything that can feed it. Once the two arms use up the whole unit, one can gain only what the other gives up. Equality $R=1$ requires that no other input couples to the stem mode.

\section*{Where the other half goes}

Q. Suppose the junction has no absorption. The missing 10 mW must be somewhere.

A. Take a mirror-symmetric junction, for which $s_1=s_2=s$. Describe the two inputs by their in-phase and antiphase combinations,
\begin{equation}
a_\pm=\frac{a_1\pm a_2}{\sqrt2},\qquad
b=s(a_1+a_2)=\sqrt2\,s\,a_+ .
\end{equation}
The stem mode is even about the axis, so the antiphase part $a_-$ cannot enter it. The average powers of the two parts are
\begin{equation}
\langle|a_\pm|^2\rangle=\frac{P_1+P_2}{2}\pm{\rm Re}\langle a_1a_2^*\rangle .
\end{equation}
For equal incoherent inputs both are $P_0$. Half of your light is therefore in the combination that the stem refuses. If reflection is negligible, it leaves as radiation.

The same happens with one laser switched off. Then $a_2=0$ and $|a_+|^2=|a_-|^2=|a_1|^2/2$, so a single arm also loses at least half of its light.

Q. At what point does the antiphase light leave the guide?

A. In a planar model we can find where it loses its guided mode. An odd mode varies as $\sin qx$ inside a core of width $w$. At cutoff its field outside no longer decays, so its slope is zero at the core edge, which requires $qw/2=\pi/2$. At cutoff also $q=(2\pi/\lambda)\sqrt{n_{\rm co}^2-n_{\rm cl}^2}$, with core index $n_{\rm co}$ and cladding index $n_{\rm cl}$. Hence
\begin{equation}
w_{\rm c}=\frac{\pi}{q}=\frac{\lambda}{2\sqrt{n_{\rm co}^2-n_{\rm cl}^2}} .
\label{eq:cutoff}
\end{equation}
Where the merged core is narrower than $w_{\rm c}$, the antiphase light has no guided mode left and spreads into the cladding.

\section*{A computed junction}

Q. Can you put numbers to this for a junction I might have on a chip?

A. Take silica guides on silicon at $\lambda=1550$ nm, with the round values $n_{\rm cl}=1.444$, $n_{\rm co}=1.451$ and a core width of 5.0 $\mu$m. The arm centres start 30 $\mu$m apart and meet after $L=4000$ $\mu$m, each at the distance $d(z)=(15\ \mu{\rm m})[1+\cos(\pi z/L)]/2$ from the axis. Equation~\eqref{eq:cutoff} gives
\begin{equation}
w_{\rm c}=\frac{1.550\ \mu{\rm m}}{2\sqrt{1.451^2-1.444^2}}
=\frac{1.550\ \mu{\rm m}}{2\times0.1424}=5.44\ \mu{\rm m}.
\end{equation}
The merged core narrows from 10 to 5.0 $\mu$m, so it passes this cutoff shortly before the stem begins.

I computed the field envelope $u(x,z)$ from the scalar paraxial equation
\begin{equation}
i\frac{\partial u}{\partial z}=
-\frac{1}{2k_0n_{\rm cl}}\frac{\partial^2u}{\partial x^2}
-\frac{k_0(n^2-n_{\rm cl}^2)}{2n_{\rm cl}}u,
\qquad k_0=\frac{2\pi}{\lambda},
\end{equation}
by finite differences, with cells of 0.25 $\mu$m and steps of 2 $\mu$m. I launched the mode of each arm in turn and projected the final field on the stem mode. This gives $|s_1|^2=|s_2|^2=0.4993$ and $R=0.9987$. Doubling both the cell and the step changes $R$ by 0.00015.

For two inputs of 10 mW the three cases are:
\begin{itemize}
\item in phase, 19.97 mW in the stem;
\item in antiphase, 0.00 mW;
\item incoherent, $0.9987\times10\ {\rm mW}=9.99$ mW.
\end{itemize}
The incoherent value is the mean of the other two. It is a loss of 3.02 dB from the total input, against 3.01 dB for an exact half. The in-phase result shows that this junction is nearly perfect. The loss of half is due to the state of the light.

For the antiphase input, about 47\% of the power is still within 10 $\mu$m of the axis where the stem begins; this figure shifts by about one percentage point with the grid. After 5 mm more of straight stem, less than 1\% is left there. This last figure is rough, because the computed window has reflecting edges 150 $\mu$m from the axis. A detector placed close behind the junction could therefore collect light that is not in the stem mode.

Q. What if I make the junction asymmetric, so that it favours both arms in different ways?

A. Equation~\eqref{eq:row} leaves it one unit to share. I made one arm 5.2 $\mu$m wide and the other 3.6 $\mu$m, with the same length and centre lines; the stem then has the width of the wider arm, 5.2 $\mu$m. The computed fractions are 0.961 from the wide arm and 0.038 from the narrow one, each with a numerical uncertainty of about 0.001. The wide arm now loses little, and the narrow one loses nearly everything. Two incoherent inputs of 10 mW give
\begin{equation}
(0.961+0.038)\times10\ {\rm mW}=9.99\ {\rm mW},
\end{equation}
the same as before to this accuracy.

There is a useful picture for reciprocal junctions, which excludes magneto-optic ones. Send one unit of power backwards into the stem. The fractions that arrive in the arms are then $|s_1|^2$ and $|s_2|^2$. Propagation in reverse through the asymmetric junction indeed gives 0.961 and 0.038. A splitter cannot hand out more than it receives, so these two fractions, which are also those of the combiner, cannot add up to more than one.

Q. How far is this model from a real chip?

A. The indices and sizes are rough values for low-contrast silica guides, and none is meant to be extreme. The model is planar and scalar, while a real core also confines light vertically and treats the two polarisations slightly differently. The finite height matters for the details. For a core 5 $\mu$m high, an effective-index estimate lowers the lateral core index to 1.4483 and moves the cutoff width to about 7.0 $\mu$m. In that estimate the antiphase power near the axis at the start of the stem drops from 47\% to about 16\%, and the asymmetric junction passes about 0.92 and 0.07 instead of 0.961 and 0.038. The estimate is poor near cutoff: a scalar calculation on the full cross-section puts the cutoff near 8.5 $\mu$m, leaves less than 10\% of the antiphase power near the axis, and gives about 0.94 and 0.05 for the asymmetric junction. In all these cases $R$ stays within about 0.3\% of one. The model has no absorption or scattering. With a rough loss of 0.1 dB/cm, the 0.4 cm junction loses 0.04 dB, or 0.9\% of the power, which takes 9.99 mW to about 9.90 mW. The reflection scale set by the index step, $[(n_{\rm co}-n_{\rm cl})/(n_{\rm co}+n_{\rm cl})]^2$, is $6\times10^{-6}$. For 20 mW in a mode area of 40 $\mu$m$^2$, chosen on the small side so as not to understate the effect, and a rough Kerr index of $2.6\times10^{-20}$ m$^2$/W, the nonlinear phase over the junction is about $2\times10^{-7}$ rad, so linearity is a safe assumption. Lithography also leaves a blunt tip where the arms meet. I have not computed its effect on $R$, but it cannot lift $R$ above one. High-contrast silicon guides need other dimensions and a full vector calculation; the bound is the same.

\section*{Readings above half}

Q. Could my power meter ever show more than 10 mW without contradicting you?

A. Yes. The bound concerns the average over all relative phases. At any instant your lasers have some definite relative phase, and the output of the symmetric junction lies between 0 and 19.97 mW. A meter that averages for a finite time $T$ keeps a remainder of this interference.

Let both lasers have the same centre frequency and a Lorentzian linewidth $\delta\nu$, full width at half maximum, caused by random phase drift. The field correlation of each decays as $e^{-\pi\delta\nu|\tau|}$. For independent lasers the correlations multiply, so the relative phase factor $e^{i\phi}$ has the correlation
\begin{equation}
e^{-2\pi\delta\nu|\tau|}=e^{-|\tau|/\tau_{\rm c}},\qquad
\tau_{\rm c}=\frac{1}{2\pi\delta\nu}.
\end{equation}
Write $g$ for the average of $e^{i\phi}$ over the time $T$. Its mean square is
\begin{equation}
\langle|g|^2\rangle=\frac1{T^2}\int_0^T\!\!\int_0^T
e^{-|t-t'|/\tau_{\rm c}}\,dt\,dt'
\simeq\frac{2\tau_{\rm c}}{T}\qquad(T\gg\tau_{\rm c}),
\end{equation}
because for nearly every $t$ the integral over $t'$ gives $2\tau_{\rm c}$. The phase of $g$ is random, so its real part has half of this mean square, $\tau_{\rm c}/T$. The interference term in the reading is $2|s_1s_2|P_0$ times such a real part, and its rms size is
\begin{equation}
\Delta P=2|s_1s_2|P_0\sqrt{\tau_{\rm c}/T}.
\end{equation}
For $\delta\nu=1$ MHz, $\tau_{\rm c}=0.159\ \mu$s. With $T=1$ ms,
\begin{equation}
\Delta P=2\times0.4993\times10\ {\rm mW}\times
\sqrt{\frac{0.159\ \mu{\rm s}}{1000\ \mu{\rm s}}}=0.126\ {\rm mW}.
\end{equation}
I also simulated 300 such readings with random phase drift. Their mean was 9.98 mW and their rms spread 0.119 mW. The spread of 300 readings is itself uncertain by about $1/\sqrt{600}=4\%$, so the two values agree. This size requires centre frequencies that match within about a linewidth. A detuning $\Delta f$ divides $\Delta P$ by $\sqrt{1+(\Delta f/\delta\nu)^2}$, which leaves 0.013 mW at 10 MHz. Single readings slightly above 10 mW are thus expected, but the expected average over all readings is not above 10 mW.

\section*{What would change the limit}

Q. Which of your assumptions could I give up to get more light?

A. The first is incoherence. Let $\gamma=\langle a_1a_2^*\rangle/P_0$ for equal powers, in a band so narrow that $s_1$ and $s_2$ are constant across it. Equation~\eqref{eq:average} becomes
\begin{align}
P_{\rm out}&=P_0\left[R+2\,{\rm Re}(s_1s_2^*\gamma)\right]\nonumber\\
&\le P_0\left[R+2|s_1||s_2||\gamma|\right]
\le P_0R(1+|\gamma|)\le P_0(1+|\gamma|).
\end{align}
The second inequality uses $2|s_1||s_2|\le|s_1|^2+|s_2|^2$, which is $(|s_1|-|s_2|)^2\ge0$ rearranged. The best fraction of the total is $(1+|\gamma|)/2$, reached with $|s_1|^2=|s_2|^2=1/2$ and the right relative phase. It is 0.8 for $|\gamma|=0.6$ and one for full coherence. To gain from this you must lock the phases of the lasers, either to each other or to a common reference.

Q. And if the powers are unequal?

A. For incoherent inputs,
\begin{equation}
P_{\rm out}=|s_1|^2P_1+|s_2|^2P_2\le R\,\max(P_1,P_2)\le\max(P_1,P_2).
\end{equation}
With powers in the ratio 3:1 the best fraction is $3/4$, but you reach it by passing the stronger laser and discarding the weaker. On average, the output mode never carries more than the stronger input does.

Q. My lasers could also run at different wavelengths.

A. Then the argument must be made frequency by frequency. Let $p_j(\nu)$ be the power of input $j$ per unit frequency, and let the inputs be uncorrelated at every delay, so that no delay inside the device can restore interference. Then
\begin{equation}
P_{\rm out}=\int\left[|s_1(\nu)|^2p_1(\nu)+|s_2(\nu)|^2p_2(\nu)\right]d\nu .
\end{equation}
If $p_1=p_2$, the bracket is $R(\nu)p_1(\nu)\le p_1(\nu)$, and the limit of one half stands. This is what ``equal inputs'' has to mean. If the spectra do not overlap, a device may have $|s_1|=1$ at one wavelength and $|s_2|=1$ at the other, with $R\le1$ at both.

An interferometer with two equal couplers does this. For a phase difference $\theta$ between its internal paths,
\begin{equation}
\frac1{\sqrt2}\begin{pmatrix}1&i\\i&1\end{pmatrix}
\begin{pmatrix}e^{i\theta}&0\\0&1\end{pmatrix}
\frac1{\sqrt2}\begin{pmatrix}1&i\\i&1\end{pmatrix}
\end{equation}
has the first row $s_1=(e^{i\theta}-1)/2$, $s_2=i(e^{i\theta}+1)/2$. Hence $|s_1|^2=\sin^2(\theta/2)$ and $|s_2|^2=\cos^2(\theta/2)$. We want $\theta=\pi$ at $\lambda_1$ and $\theta=0$ at $\lambda_2$, up to multiples of $2\pi$. A path difference $\Delta L$ in guides of effective index $n_{\rm eff}$, taken equal at both wavelengths, must satisfy
\begin{equation}
2\pi n_{\rm eff}\Delta L\left(\frac1{\lambda_1}-\frac1{\lambda_2}\right)=\pi
\ \Longrightarrow\
\Delta L=\frac{\lambda_1\lambda_2}{2n_{\rm eff}(\lambda_2-\lambda_1)} ,
\end{equation}
and a small phase trim sets the absolute value of $\theta$. For 1550 and 1551 nm and the computed $n_{\rm eff}=1.448$, $\Delta L=830\ \mu$m. In a real guide $n_{\rm eff}$ changes with wavelength, and the group index takes its place in this formula; with the dispersion of silica $\Delta L$ falls to about 818 $\mu$m. In this lossless model all the light of both lasers then enters one guide.

Your symmetric Y-junction cannot do this. Symmetry makes $|s_1|=|s_2|$ at each wavelength, so neither can exceed $1/\sqrt2$, and at least half is lost whatever the colours.

Q. What if I accept a wider output guide?

A. Then the antiphase light has a place to go. I ended the same kind of junction when the two cores touched, in a guide 10 $\mu$m wide, which holds two modes. Together they received more than 99.9\% of the input. This helps if the light goes to a large detector. If a later linear, passive, time-invariant element leads it into one single-mode guide, the whole chain is again a device described by Eq.~\eqref{eq:b}, and the limit of one half returns. Two orthogonal polarisations kept in one output guide also count as two modes.
